**Woodbury inverse and Chebyshev filter for a PAW-type eigenproblem**

The program treats \(Hu=\lambda Su\) with \(S=1+PDP^\dagger\), where \(P\) holds the projector coefficients, \(D\) the overlap corrections and \(G=P^\dagger P\). It asserts that \(S^{-1}=1-P(1+DG)^{-1}DP^\dagger\) agrees with a dense inverse, and that the formula also works for a singular \(D\). Further assertions cover the spectrum of \(S\), the safe upper end of the filter interval, the refinement error, the convergence bound and the residual bound. The model is a one-dimensional periodic cell with 80 plane waves and 24 projectors, and dense diagonalization in the same basis is the reference. The output shows the largest residual of eight states falling below \(10^{-8}\) hartree after 8 filter cycles. A site-diagonal approximate inverse leaves a residual floor of \(4.2\times10^{-6}\) hartree, which one refinement lowers to \(2.3\times10^{-9}\) hartree. Filtering with \(H\) alone leaves \(3.4\times10^{-2}\) hartree after 60 cycles.

## Check in Python

```python
"""
Result under test: the PAW overlap S = 1 + P D P^H has the inverse
    S^-1 = 1 - P (1 + D G)^-1 D P^H,    G = P^H P,
and Chebyshev polynomials of S^-1 H, followed by a generalized Rayleigh-Ritz
step, converge to the lowest solutions of H u = lambda S u.
P: plane-wave coefficients of the projectors (one column per projector)
D: Hermitian overlap corrections, block diagonal over sites
H: Hamiltonian with kinetic, local and nonlocal parts
Model: one-dimensional periodic cell, hartree atomic units.
Dense diagonalization in the same basis is the independent reference.
"""
import numpy as np
from scipy.linalg import eigh, block_diag

# ---------- model parameters ----------
cell = 40.0
k_point = 0.05
cutoff = 20.0
radius = 1.5
well_depth, well_width = 1.0, 0.8
shifts = np.array([0.0, 0.3, -0.2, 0.4, 0.0, -0.3, 0.2, -0.4])
sites = 2.5 + 5.0 * np.arange(8) + shifts
D_site = np.array([[0.8, -0.2, 0.0], [-0.2, 0.3, 0.0], [0.0, 0.0, -0.4]])
E_site = np.array([[0.6, -0.1, 0.0], [-0.1, 0.2, 0.0], [0.0, 0.0, -0.2]])
wanted, block, degree, cycles = 8, 14, 16, 60
energy_shift = 5.0

# ---------- projectors, overlap and Hamiltonian ----------
nodes, weights = np.polynomial.legendre.leggauss(240)
envelope = (1 - nodes**2) ** 2
shapes = np.array([envelope, envelope * (1 - 4 * nodes**2), envelope * nodes])
shapes /= np.sqrt(radius * (shapes**2 @ weights))[:, None]


def projector_matrix(q):
    wave = np.exp(-1j * radius * np.outer(q, nodes))
    form = radius * (wave * weights) @ shapes.T / np.sqrt(cell)
    return np.hstack([form * np.exp(-1j * q * R)[:, None] for R in sites])


q_all = k_point + 2 * np.pi / cell * np.arange(-800, 801)
inside = q_all**2 / 2 <= cutoff
q = q_all[inside]
P = projector_matrix(q)
Ph = P.conj().T
N, M = P.shape
D = block_diag(*[D_site] * len(sites))
E = block_diag(*[E_site] * len(sites))
G = Ph @ P
transfer = q[:, None] - q[None, :]
structure = sum(np.exp(-1j * transfer * R) for R in sites)
V = (-well_depth * well_width * np.sqrt(2 * np.pi) / cell
     * np.exp(-(transfer * well_width) ** 2 / 2) * structure)
S = np.eye(N) + P @ D @ Ph
H = np.diag(q**2 / 2) + V + P @ E @ Ph
S = (S + S.conj().T) / 2
H = (H + H.conj().T) / 2

# ---------- inverse by the small matrix ----------
K = np.eye(M) + D @ G
small_inverse = np.linalg.solve(K, D)
S_inv_dense = np.linalg.inv(S)


def apply_inverse(Y):
    return Y - P @ (small_inverse @ (Ph @ Y))


inverse_error = np.linalg.norm(apply_inverse(np.eye(N)) - S_inv_dense, 2)
assert inverse_error < 1e-11
with_D_inverse = np.eye(N) - P @ np.linalg.inv(np.linalg.inv(D) + G) @ Ph
assert np.linalg.norm(with_D_inverse - S_inv_dense, 2) < 1e-11
sign_S, log_S = np.linalg.slogdet(S)
sign_K, log_K = np.linalg.slogdet(K)
assert abs(log_S - log_K) < 1e-10 and abs(sign_S - sign_K) < 1e-10

# a singular D must be handled as well
D_sing = block_diag(*[np.diag([0.8, 0.3, 0.0])] * len(sites))
S_sing = np.eye(N) + P @ D_sing @ Ph
inv_sing = np.eye(N) - P @ np.linalg.solve(np.eye(M) + D_sing @ G, D_sing) @ Ph
singular_error = np.linalg.norm(inv_sing @ S_sing - np.eye(N), 2)
assert singular_error < 1e-11

# the plain transpose must fail for complex coefficients
wrong = np.eye(N) - P @ np.linalg.solve(np.eye(M) + D @ (P.T @ P), D) @ P.T
transpose_error = np.linalg.norm(wrong @ S - np.eye(N), 2)
assert transpose_error > 1e-2

# ---------- positivity and spectral bound from small matrices ----------
L = np.linalg.cholesky(G)
Lh = L.conj().T
small_spectrum = np.linalg.eigvalsh(np.eye(M) + Lh @ D @ L)
s_min = min(1.0, small_spectrum[0])
S_spectrum = np.linalg.eigvalsh(S)
expected_spectrum = np.sort(np.concatenate([small_spectrum, np.ones(N - M)]))
assert np.allclose(S_spectrum, expected_spectrum, atol=1e-10)
assert s_min > 0
h_max = cutoff + max(0.0, np.linalg.eigvalsh(Lh @ E @ L)[-1])
upper = h_max / s_min
lam, U = eigh(H, S)
assert np.linalg.eigvalsh(H)[-1] <= h_max and lam[-1] <= upper

# ---------- intersite overlap caused by the finite basis ----------
G_site_real = radius * (shapes * weights) @ shapes.T
G_real = block_diag(*[G_site_real] * len(sites))
P_out = projector_matrix(q_all[~inside])
tail = P_out.conj().T @ P_out
assert np.linalg.norm(G_real - G - tail, 2) < 1e-7   # sum stops at finite q
same_site = block_diag(*[np.ones((3, 3))] * len(sites))
G0 = G * same_site
offsite_norm = np.linalg.norm(G - G0, 2)
tail_norm = np.linalg.norm(tail, 2)
assert offsite_norm <= tail_norm + 1e-7

# ---------- refinement with the site-diagonal small matrix ----------
K0_inv = np.linalg.inv(np.eye(M) + D @ G0)
R = -K0_inv @ D @ (G - G0)
radius_R = max(abs(np.linalg.eigvals(R)))


def apply_refined(Y, refinements):
    rhs = D @ (Ph @ Y)
    z = K0_inv @ rhs
    for _ in range(refinements):
        z = z + K0_inv @ (rhs - K @ z)
    return Y - P @ z


refined_errors = []
for j in (0, 1):
    actual = apply_refined(np.eye(N), j) - S_inv_dense
    formula = P @ np.linalg.matrix_power(R, j + 1) @ small_inverse @ Ph
    refined_errors.append(np.linalg.norm(actual, 2))
    assert np.linalg.norm(actual - formula, 2) < 1e-12 + 1e-6 * refined_errors[-1]
assert refined_errors[1] < refined_errors[0]


# ---------- Chebyshev filter ----------
def chebyshev_filter(operator, X, n, a, b):
    center, half = (a + b) / 2, (b - a) / 2
    previous, current = X, (operator(X) - center * X) / half
    for _ in range(n - 1):
        following = 2 * (operator(current) - center * current) / half - previous
        previous, current = current, following
    return current


def gain(energy, n, a, b):
    x = (np.asarray(energy) - (a + b) / 2) / ((b - a) / 2)
    inner = np.cos(n * np.arccos(np.clip(x, -1, 1)))
    outer = np.sign(x) ** n * np.cosh(n * np.arccosh(np.maximum(abs(x), 1)))
    return np.where(abs(x) <= 1, inner, outer)


def S_norm(X):
    return np.sqrt(np.sum(X.conj() * (S @ X), axis=0).real.clip(0))


def rayleigh_ritz(X, ham):
    Q = np.linalg.qr(X)[0]
    Qh = Q.conj().T
    theta, C = eigh(Qh @ ham @ Q, Qh @ S @ Q)
    return theta, Q @ C


def residual_norms(theta, X, ham):
    r = ham @ X - (S @ X) * theta
    return np.sqrt(np.sum(r.conj() * apply_inverse(r), axis=0).real.clip(0))


def distance(vectors, X):
    basis = rayleigh_ritz(X, H)[1]
    return S_norm(vectors - basis @ (basis.conj().T @ (S @ vectors)))


rng = np.random.default_rng(7)
X0 = 0.01 * (rng.normal(size=(N, block)) + 1j * rng.normal(size=(N, block)))
X0[np.argsort(q**2)[:block], np.arange(block)] += 1.0


def exact_operator(Y):
    return apply_inverse(H @ Y)


a_fixed = lam[block]
filtered = chebyshev_filter(exact_operator, X0, degree, a_fixed, upper)
spectral = U @ (gain(lam, degree, a_fixed, upper)[:, None]
                * (U.conj().T @ S @ X0))
assert np.linalg.norm(filtered - spectral) < 1e-9 * np.linalg.norm(spectral)

# an upper end below the spectrum favours the highest state
bad_upper = 0.8 * lam[-1]
bad_gain = S_norm(chebyshev_filter(exact_operator, U[:, [0, -1]], degree,
                                   a_fixed, bad_upper))
assert bad_gain[1] > bad_gain[0]

# ---------- rate of the subspace ----------
coefficients = U.conj().T @ S @ X0
W = coefficients[block:] @ np.linalg.inv(coefficients[:block])
start_norm = np.linalg.norm(W[:, :wanted], axis=0)
wanted_gain = abs(gain(lam[:wanted], degree, a_fixed, upper))
X = X0
rate_rows = []
for cycle in range(1, 5):
    X = np.linalg.qr(chebyshev_filter(exact_operator, X, degree,
                                      a_fixed, upper))[0]
    dist = distance(U[:, :wanted], X)
    bound = start_norm / wanted_gain**cycle
    assert np.all(dist <= bound * (1 + 1e-8) + 1e-11)
    rate_rows.append((cycle, dist[-1], bound[-1]))


# ---------- complete solver, exact and inexact inverses ----------
def solve_lowest(inverse, ham, b):
    theta, X = rayleigh_ritz(X0, ham)
    history = []
    for _ in range(cycles):
        X = chebyshev_filter(lambda Y: inverse(ham @ Y), X, degree, theta[-1], b)
        theta, X = rayleigh_ritz(X, ham)
        norms = residual_norms(theta, X, ham)
        history.append((theta, norms))
    return history


history = solve_lowest(apply_inverse, H, upper)
for theta, norms in history:
    nearest = np.min(abs(theta[:, None] - lam[None, :]), axis=1)
    assert np.all(nearest <= norms + 1e-11)
    assert np.all(theta >= lam[:block] - 1e-10)
worst = [norms[:wanted].max() for _, norms in history]
value_errors = [abs(t[:wanted] - lam[:wanted]).max() for t, _ in history]
assert worst[-1] < 1e-9 and value_errors[-1] < 1e-10
needed = next(i + 1 for i, r in enumerate(worst) if r < 1e-8)


def floor(inverse, ham, b):
    return solve_lowest(inverse, ham, b)[-1][1][:wanted].max()


floor_site = floor(lambda Y: apply_refined(Y, 0), H, upper)
floor_refined = floor(lambda Y: apply_refined(Y, 1), H, upper)
floor_shifted = floor(lambda Y: apply_refined(Y, 0),
                      H + energy_shift * S, upper + energy_shift)
floor_plain = floor(lambda Y: Y, H, upper)
assert floor_site > 100 * worst[-1]
assert floor_refined < 0.1 * floor_site
assert floor_shifted > 2 * floor_site
assert floor_plain > 1e-3

# ---------- first-order theory of the floor ----------
B = apply_refined(np.eye(N), 0)
B = (B + B.conj().T) / 2
B_inverse = np.linalg.inv(B)
lam_B, U_B = eigh(H, (B_inverse + B_inverse.conj().T) / 2)
assert lam_B[-1] < upper
measured = distance(U[:, :wanted], U_B[:, :block])
coupling = (U.conj().T @ S @ (B @ S - np.eye(N)) @ U)[block:, :wanted]
escaped = coupling * lam[:wanted] / (lam[:wanted] - lam[block:, None])
predicted = np.linalg.norm(escaped, axis=0)
assert np.max(abs(measured - predicted)) < 0.05 * predicted.max()

# ---------- printed results ----------
print(f"cell {cell:.1f} bohr, k {k_point:.2f} 1/bohr, cutoff {cutoff:.1f} hartree")
print(f"sphere radius {radius:.1f} bohr, well depth {well_depth:.1f} hartree, "
      f"well width {well_width:.1f} bohr")
print("site positions (bohr):", " ".join(f"{x:.1f}" for x in sites))
print("D of one site (dimensionless):", D_site.tolist())
print("nonlocal H of one site (hartree):", E_site.tolist())
print(f"plane waves N = {N}, projectors M = {M}")
print(f"wanted states {wanted}, block size {block}, filter degree {degree}")
print(f"norm of Woodbury minus dense inverse: {inverse_error:.1e}")
print(f"inverse error with singular D: {singular_error:.1e}")
print(f"inverse error with transpose for adjoint: {transpose_error:.3f}")
print(f"ln det S = {log_S:.8f}, ln det K = {log_K:.8f}")
print(f"smallest, largest eigenvalue of S: {S_spectrum[0]:.6f}, {S_spectrum[-1]:.6f}")
print(f"intersite overlap norm {offsite_norm:.3e}, tail norm {tail_norm:.3e}")
print(f"spectral radius of refinement matrix R: {radius_R:.3e}")
print(f"inverse error, 0 and 1 refinements: {refined_errors[0]:.3e}, "
      f"{refined_errors[1]:.3e}")
print(f"h_max {h_max:.5f} hartree, safe upper end {upper:.5f} hartree")
print(f"largest generalized eigenvalue {lam[-1]:.5f} hartree")
print("lowest eigenvalues 1-4 (hartree):", " ".join(f"{x:.8f}" for x in lam[:4]))
print("lowest eigenvalues 5-8 (hartree):", " ".join(f"{x:.8f}" for x in lam[4:8]))
print(f"eigenvalues {block}, {block + 1} (hartree): "
      f"{lam[block - 1]:.8f}, {lam[block]:.8f}")
print(f"filter gain of states 1 and {wanted}, a = eigenvalue {block + 1}: "
      f"{wanted_gain[0]:.4f}, {wanted_gain[-1]:.4f}")
print(f"upper end too low, {bad_upper:.4f} hartree: gain of lowest "
      f"{bad_gain[0]:.3e}, of highest {bad_gain[1]:.3e}")
print(f"starting norm of w for state {wanted}: {start_norm[-1]:.5f}")
for cycle, d, bnd in rate_rows:
    print(f"state {wanted}, fixed filter, cycle {cycle}: distance {d:.3e}, "
          f"bound {bnd:.3e}")
for cycle in (1, 2, 3, 5, 10, 20, cycles):
    print(f"solver cycle {cycle}: largest residual {worst[cycle - 1]:.2e}, "
          f"eigenvalue error {value_errors[cycle - 1]:.2e} hartree")
print(f"cycles until largest residual is below 1e-8 hartree: {needed}")
print(f"residual floor, site-diagonal inverse: {floor_site:.3e} hartree")
print(f"residual floor, one refinement: {floor_refined:.3e} hartree")
print(f"residual floor, site-diagonal, H + {energy_shift:.1f} S: "
      f"{floor_shifted:.3e} hartree")
print(f"residual after {cycles} cycles, filter of H alone: {floor_plain:.3e} hartree")
print(f"largest escaped component: measured {measured.max():.4e}, "
      f"first order {predicted.max():.4e}")
print("done: every assertion held")
```

Output:

```
cell 40.0 bohr, k 0.05 1/bohr, cutoff 20.0 hartree
sphere radius 1.5 bohr, well depth 1.0 hartree, well width 0.8 bohr
site positions (bohr): 2.5 7.8 12.3 17.9 22.5 27.2 32.7 37.1
D of one site (dimensionless): [[0.8, -0.2, 0.0], [-0.2, 0.3, 0.0], [0.0, 0.0, -0.4]]
nonlocal H of one site (hartree): [[0.6, -0.1, 0.0], [-0.1, 0.2, 0.0], [0.0, 0.0, -0.2]]
plane waves N = 80, projectors M = 24
wanted states 8, block size 14, filter degree 16
norm of Woodbury minus dense inverse: 5.4e-16
inverse error with singular D: 1.1e-15
inverse error with transpose for adjoint: 1.364
ln det S = 0.79141990, ln det K = 0.79141990
smallest, largest eigenvalue of S: 0.600314, 1.674474
intersite overlap norm 1.937e-03, tail norm 4.821e-03
spectral radius of refinement matrix R: 5.585e-04
inverse error, 0 and 1 refinements: 4.475e-04, 2.321e-07
h_max 20.57257 hartree, safe upper end 34.26969 hartree
largest generalized eigenvalue 19.03699 hartree
lowest eigenvalues 1-4 (hartree): -0.13751176 -0.13565238 -0.13197926 -0.11933954
lowest eigenvalues 5-8 (hartree): -0.11012412 -0.09447286 -0.07418942 -0.05916540
eigenvalues 14, 15 (hartree): 0.23283950, 0.32049973
filter gain of states 1 and 8, a = eigenvalue 15: 20.4091, 14.6697
upper end too low, 15.2296 hartree: gain of lowest 1.326e+02, of highest 2.838e+06
starting norm of w for state 8: 0.19416
state 8, fixed filter, cycle 1: distance 1.145e-02, bound 1.324e-02
state 8, fixed filter, cycle 2: distance 7.333e-04, bound 9.022e-04
state 8, fixed filter, cycle 3: distance 4.805e-05, bound 6.150e-05
state 8, fixed filter, cycle 4: distance 3.187e-06, bound 4.192e-06
solver cycle 1: largest residual 4.26e-02, eigenvalue error 2.11e-04 hartree
solver cycle 2: largest residual 3.55e-03, eigenvalue error 1.61e-06 hartree
solver cycle 3: largest residual 3.12e-04, eigenvalue error 1.47e-08 hartree
solver cycle 5: largest residual 2.91e-06, eigenvalue error 1.36e-12 hartree
solver cycle 10: largest residual 2.80e-11, eigenvalue error 3.80e-15 hartree
solver cycle 20: largest residual 3.18e-15, eigenvalue error 3.84e-15 hartree
solver cycle 60: largest residual 5.07e-15, eigenvalue error 3.84e-15 hartree
cycles until largest residual is below 1e-8 hartree: 8
residual floor, site-diagonal inverse: 4.220e-06 hartree
residual floor, one refinement: 2.315e-09 hartree
residual floor, site-diagonal, H + 5.0 S: 3.523e-04 hartree
residual after 60 cycles, filter of H alone: 3.449e-02 hartree
largest escaped component: measured 2.6726e-06, first order 2.6725e-06
done: every assertion held
```
